# Transverse magnetoresistance of a nondegenerate parabolic band

## Problem

Electrons of density $n$ occupy one isotropic parabolic band, $E=k^2/2m$, and are nondegenerate at temperature $T$. A long bar of the material carries a current along $x$ in a magnetic field $B$ along $z$; no current flows along $y$. Scattering is elastic and isotropic in the sense that its probability depends on the energy and the scattering angle. The transport time is

$$\tau=\tau_0x^r,\qquad x=E/kT,$$

with $r=-1/2$ for acoustic phonons and $r=3/2$ for ionized impurities. Landau quantization is ignored. Hartree atomic units are used, with electron charge $-1$ (in $kT$, $k$ is Boltzmann's constant; elsewhere it is the wave number).

(a) Justify the two exponents and state what they assume.

(b) Find the conductivity tensor and the resistivity $\rho(B)$ of the bar.

(c) Let $\mu_H$ be the Hall mobility in the limit $B\to0$. Show that for acoustic scattering $\rho(B)/\rho(0)-1=(4/\pi-1)(\mu_HB)^2$ at leading order.

(d) Show that at high field $\rho(B)/\rho(0)$ saturates at $32/(9\pi)$ for acoustic and at $32/(3\pi)$ for ionized-impurity scattering. How is each limit approached?

(e) Take $m=0.1$, $kT=10^{-3}$, $n=10^{-9}$ and $\tau_0=10^5$, for each mechanism acting alone. Evaluate the results at $\omega_c\tau_0=0.1$ and $10$, where $\omega_c=B/m$.

## Solution

### (a) The scattering laws

The transport rate weights each collision through angle $\theta$ by $1-\cos\theta$, and the density of final states is proportional to $k$.

For long-wavelength acoustic phonons with energies far below $kT$, the squared deformation-potential coupling is proportional to $q^2/\omega_q$ and the phonon occupation to $kT/\omega_q$. Since $\omega_q\propto q$, their product does not depend on $q$. The rate then follows the density of states, $1/\tau\propto k\propto E^{1/2}$, so $r=-1/2$.

For a screened Coulomb centre in the Born approximation, the squared matrix element is proportional to $(q^2+\kappa^2)^{-2}$ with $q^2=2k^2(1-\cos\theta)$. Taking $y=q^2$ as the variable,

$$\frac1\tau\propto k\int_{-1}^{1}\frac{(1-c)\,dc}{[2k^2(1-c)+\kappa^2]^2}
=\frac{1}{4k^3}\int_0^{4k^2}\frac{y\,dy}{(y+\kappa^2)^2}
=\frac1{4k^3}\left[\ln(1+\beta)-\frac{\beta}{1+\beta}\right],$$

where $\beta=4k^2/\kappa^2$. If the slowly varying bracket is replaced by a constant, $1/\tau\propto E^{-3/2}$ and $r=3/2$. This replacement is an assumption, and its cost is examined in (d).

### (b) Conductivity and resistivity

The force on an electron is $-(\mathbf E+\mathbf v\times\mathbf B)$, so the steady Boltzmann equation is

$$-(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}f=-Cf,$$

where $C$ is the collision operator. Write $f=f_0+(-f_0')\chi$ with $f_0'=df_0/dE$. Because $\nabla_{\mathbf k}f_0=f_0'\mathbf v$, the magnetic force does not act on any function of energy alone. Elastic scattering lets $f_0'$ pass through $C$. To first order in $\mathbf E$,

$$-f_0'\,\mathbf E\cdot\mathbf v+f_0'(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}\chi=f_0'\,C\chi .$$

With $\mathbf v\times\mathbf B=B(v_y,-v_x,0)$, the magnetic derivative is $(B/m)(k_y\partial_{k_x}-k_x\partial_{k_y})=-\omega_c\partial_\phi$, where $\phi$ is the azimuth of $\mathbf k$. Hence

$$C\chi+\omega_c\,\partial_\phi\chi=-\mathbf E\cdot\mathbf v .$$

Let $\mathbf E$ point along $x$ and try $\chi=av_x+bv_y$, with $a,b$ functions of energy. Averaged around the initial direction, a velocity scattered through $\theta$ becomes $\mathbf v\cos\theta$. Therefore $C\chi=\chi/\tau$ with the transport time, even if scattering is anisotropic in $\theta$. Using $\partial_\phi v_x=-v_y$ and $\partial_\phi v_y=v_x$, the coefficients of $v_x$ and $v_y$ give

$$\frac a\tau+\omega_cb=-E_x,\qquad \frac b\tau-\omega_ca=0,$$

$$a=-\frac{E_x\tau}{1+\omega_c^2\tau^2},\qquad b=-\frac{E_x\omega_c\tau^2}{1+\omega_c^2\tau^2}.$$

The current is $\mathbf j=-2\int\frac{d^3k}{(2\pi)^3}\,\mathbf v(-f_0')\chi$, the 2 counting spin. On the energy sphere $v_x^2$ and $v_y^2$ average to $v^2/3$, and $v_xv_y$ averages to zero. For a Maxwell distribution $-f_0'=f_0/kT$, so

$$(-f_0')\frac{v^2}{3}=\frac{f_0}{kT}\,\frac{2E}{3m}=\frac{2x}{3m}f_0 .$$

The fraction of carriers in $dx$ is $x^{1/2}e^{-x}dx/\Gamma(3/2)$. Since $\Gamma(5/2)=\tfrac32\Gamma(3/2)$, the conductivities are

$$\sigma_{xx}=\frac nm\left\langle\frac{\tau}{1+\omega_c^2\tau^2}\right\rangle,\quad
\sigma_{yx}=\frac nm\left\langle\frac{\omega_c\tau^2}{1+\omega_c^2\tau^2}\right\rangle,\quad
\langle A\rangle=\frac{1}{\Gamma(5/2)}\int_0^\infty A\,x^{3/2}e^{-x}dx .$$

Rotation symmetry about $z$ gives $\sigma_{yy}=\sigma_{xx}$ and $\sigma_{xy}=-\sigma_{yx}$. In the bar, $j_y=\sigma_{yx}E_x+\sigma_{xx}E_y=0$ fixes $E_y=-(\sigma_{yx}/\sigma_{xx})E_x$. Inserting this in $j_x=\sigma_{xx}E_x-\sigma_{yx}E_y$ yields

$$\rho=\frac{E_x}{j_x}=\frac{\sigma_{xx}}{\sigma_{xx}^2+\sigma_{yx}^2}.$$

Now set $t=\tau/\tau_0=x^r$, $w=\omega_c\tau_0$ and $M_j=\langle t^j\rangle$, so that

$$M_j=\frac{\Gamma(5/2+jr)}{\Gamma(5/2)} .$$

With $s=\langle t/(1+w^2t^2)\rangle$ and $h=\langle wt^2/(1+w^2t^2)\rangle$,

$$\frac{\rho(B)}{\rho(0)}=\frac{M_1s}{s^2+h^2}.\tag{1}$$

If $\tau$ is independent of energy, $s=1/(1+w^2)$ and $h=w/(1+w^2)$, and the ratio is 1. The ratio $b/a=\omega_c\tau$ is then the same at every energy, so one Hall field removes the transverse current at each energy separately. If $\tau$ depends on energy, only the total transverse current vanishes.

### (c) Weak field

To second order, $s=M_1-w^2M_3$ and $h=wM_2$. Equation (1) becomes

$$\frac{\rho(B)}{\rho(0)}=\frac{M_1^2-w^2M_1M_3}{M_1^2-w^2(2M_1M_3-M_2^2)}
=1+w^2\left(\frac{M_3}{M_1}-\frac{M_2^2}{M_1^2}\right)+\dots$$

The weak-field Hall angle defines $\mu_HB=|E_y/E_x|=h/s=wM_2/M_1$. Eliminating $w$,

$$\frac{\rho(B)}{\rho(0)}-1=\left(\frac{M_1M_3}{M_2^2}-1\right)(\mu_HB)^2+\dots$$

The coefficient cannot be negative, by the Cauchy–Schwarz inequality applied to $M_2=\langle t^{1/2}t^{3/2}\rangle$. For acoustic scattering the factors $\Gamma(5/2)$ cancel:

$$\frac{M_1M_3}{M_2^2}-1=\frac{\Gamma(2)\Gamma(1)}{\Gamma(3/2)^2}-1=\frac{1}{\pi/4}-1=\frac4\pi-1\approx0.273 .$$

The next order needs care, because $M_5$ diverges at small $x$. The identity $t/(1+w^2t^2)=t-w^2t^3+w^4t^5/(1+w^2t^2)$ shows that the remainder in $s$ is

$$\frac{w^4}{\Gamma(5/2)}\int_0^\infty\frac{e^{-x}}{x+w^2}dx\simeq\frac{w^4}{\Gamma(5/2)}\left(2\ln\frac1w-\gamma\right),$$

where $\gamma$ is Euler's constant. This follows on integrating by parts and using $\int_0^\infty e^{-x}\ln x\,dx=-\gamma$. The correction to $h$ is of order $w^3$, since $M_4$ is finite, and changes $h^2$ at order $w^4$. The quadratic coefficient therefore stands. As $\Gamma(5/2)M_1=1$, the leading logarithm changes the ratio (1) by $-2w^4\ln(1/w)$.

### (d) Strong field

Rewrite (1) with quantities that stay finite as $w\to\infty$:

$$\frac{\rho(B)}{\rho(0)}=\frac{M_1\,(w^2s)}{(wh)^2+(w^2s)^2/w^2},\qquad
w^2s=\left\langle\frac1t\,\frac{w^2t^2}{1+w^2t^2}\right\rangle,\quad
wh=\left\langle\frac{w^2t^2}{1+w^2t^2}\right\rangle .$$

The common fraction rises to 1 at every $x>0$, so $w^2s\to M_{-1}$, which is finite in both cases, and $wh\to1$. The saturation ratio is

$$R=M_1M_{-1}=\frac{\Gamma(5/2+r)\,\Gamma(5/2-r)}{\Gamma(5/2)^2},\qquad \Gamma(5/2)^2=\frac{9\pi}{16}.$$

$$R_{\rm ac}=\frac{16}{9\pi}\,\Gamma(2)\Gamma(3)=\frac{32}{9\pi}\approx1.132,\qquad
R_{\rm ion}=\frac{16}{9\pi}\,\Gamma(4)\Gamma(1)=\frac{32}{3\pi}\approx3.395 .$$

These are ratios $\rho(\infty)/\rho(0)$; the relative increases are smaller by 1. At zero field the conductivity averages $\tau$, while at high field the resistivity averages $1/\tau$.

**Acoustic approach.** Here $w^2s=M_{-1}-M_{-3}/w^2+\dots$ and $wh=1-M_{-2}/w^2+\dots$, so

$$\frac{\rho(B)}{\rho(0)}=R_{\rm ac}\left[1-\frac1{w^2}\left(\frac{M_{-3}}{M_{-1}}-2M_{-2}+M_{-1}^2\right)+\dots\right].$$

With $M_{-3}/M_{-1}=\Gamma(4)/\Gamma(3)=3$, $M_{-2}=5/2$ and $M_{-1}^2=64/(9\pi)$, the bracket multiplying $1/w^2$ is $64/(9\pi)-2\approx0.264$.

**Ionized approach.** For the pure power law $r=3/2$, $M_{-3}$ diverges. Instead, with $u=w^{2/3}x$,

$$M_{-1}-w^2s=\frac1{\Gamma(5/2)}\int_0^\infty\frac{e^{-x}dx}{1+w^2x^3}
\simeq\frac{w^{-2/3}}{\Gamma(5/2)}\int_0^\infty\frac{du}{1+u^3}=\frac{w^{-2/3}}{\Gamma(5/2)}\,\frac{2\pi}{3\sqrt3}.$$

The same substitution gives $1-wh$ of order $w^{-5/3}$, which is smaller. Since $M_{-1}=1/\Gamma(5/2)$,

$$\frac{\rho(B)}{\rho(0)}\simeq R_{\rm ion}\left(1-1.209\,w^{-2/3}\right).$$

The slow approach comes from carriers with $x$ of order $w^{-2/3}$ or less, for which $\omega_c\tau$ is not yet large. Those with $u<1$, where $\omega_c\tau<1$, supply the fraction $\int_0^1du/(1+u^3)\big/\int_0^\infty du/(1+u^3)=0.69$ of the leading deficit.

**The frozen logarithm.** If the bracket of (a) is kept, with $\beta=bx$, numerical averaging gives saturation ratios of 2.20, 2.75 and 2.96 for $b=10^2$, $10^4$ and $10^6$. The value $32/(3\pi)$ is the limit $b\to\infty$, where the variation of $\ln x$ is negligible beside $\ln b$. The approach is only logarithmic: measured against $32/(3\pi)$, the ratio is 35% lower at $b=10^2$ and still 13% lower at $b=10^6$, so the frozen-logarithm value overestimates the saturation even when screening is weak.

Within the Born approximation, the bracket also changes the final approach. At small $x$ it is proportional to $x^2$, so $\tau\propto x^{-1/2}$ there and $\tau$ has a positive minimum. The average of $\tau^{-3}$ is then finite, and at sufficiently high field the deficit falls as $w^{-2}$, as in the acoustic case. The $w^{-2/3}$ law belongs to the pure power law.

### (e) Numerical example

The gas is nondegenerate: $n$ is 0.008 of the effective density of states of the band. For acoustic scattering $M_1=1/\Gamma(5/2)=0.7523$, so the drift mobility is

$$\mu=\frac{\tau_0M_1}{m}=\frac{10^5\times0.7523}{0.1}=7.52\times10^5\ \text{a.u.}\quad(3.20\ \mathrm{m^2\,V^{-1}s^{-1}}).$$

The Hall factor $\mu_H/\mu=M_2/M_1^2=3\pi/8=1.178$ gives $\mu_H=8.86\times10^5$ a.u. At $w=0.1$ the field is $B=wm/\tau_0=10^{-7}$ a.u. (0.0235 T), and $\mu_HB=0.08862$. The quadratic law predicts

$$\frac{\rho(B)}{\rho(0)}-1=0.2732\times(0.08862)^2=2.15\times10^{-3},$$

while the full averages give $1.93\times10^{-3}$. The difference has the sign of the logarithmic term found in (c), but that term alone, $-4.6\times10^{-4}$, is too large; terms without the logarithm still matter at this field. Had the drift mobility been used in place of $\mu_H$, the coefficient would have been $0.2732\times1.178^2=0.379$.

For ionized scattering the coefficient $M_1M_3/M_2^2-1$ is 0.577 and $\mu_H=8.72\times10^6$ a.u., so $\mu_HB=0.872$ at $w=0.1$. This is not a weak field: the quadratic law would give 0.439, against 0.142 from the full averages.

The ratios $\rho(B)/\rho(0)$ from (1) are:

| $w$ | acoustic | ionized |
|---:|---:|---:|
| 0.1 | 1.0019 | 1.142 |
| 1 | 1.056 | 1.798 |
| 10 | 1.129 | 2.726 |
| 100 | 1.132 | 3.216 |
| 1000 | 1.132 | 3.355 |

At $w=10$ ($B=10^{-5}$ a.u., or 2.35 T) the acoustic ratio is within 0.3% of its limit, whereas the ionized ratio has reached 80% of its own.

The classical treatment requires $\omega_c\ll kT$. Here $\omega_c/kT=w/(kT\tau_0)=w/100$, which is 0.1 at $w=10$ but 1 at $w=100$. The last two rows therefore show the mathematical approach to the limit, not a prediction for this material.

The ionized column needs more caution, because it describes the pure power law. At $w=10$ its distance from the limit comes mostly from carriers with $x<w^{-2/3}\approx0.22$, whose energies are at most about $2\omega_c$, so $\omega_c\ll kT$ is not sufficient there. For these carriers $E\tau=100\,x^{5/2}$ is at most about 2.3 and falls below 1 for $x<0.16$, so the condition $E\tau\gg1$ required by the Boltzmann equation also fails. Moreover, if the carriers themselves screen the impurities in a medium of dielectric constant $\varepsilon$, then $\kappa^2=4\pi n/(\varepsilon kT)$ and $b=8mkT/\kappa^2\approx64\varepsilon$. For $\varepsilon$ near 10 this lies between $10^2$ and $10^4$, where the saturation ratio found in (d) is between 2.20 and 2.75 instead of 3.395. These are Born-approximation values. That approximation needs carrier energies well above the effective Rydberg $m/(2\varepsilon^2)$, which for $\varepsilon=10$ is $5\times10^{-4}$, only half of $kT$. The range is therefore a rough guide, not a prediction for this material: for $\varepsilon=10$ ($b\approx640$) the Born saturation ratio is 2.49, while partial-wave cross sections for the same screened potential give about 2.25 for attractive and 1.96 for repulsive centres. With these parameters the classical formula is close to its acoustic limit while $\omega_c/kT$ is still 0.1, and, for the pure power law, far from its ionized-impurity limit. The 0.3% gap quoted at $w=10$ is a property of the classical formula. Landau-level corrections at $\omega_c/kT=0.1$ are not computed here and can exceed it.

The numerical check checks the energy averages at $w=0.3$, $1.3$ and $10$, the Hall mobility and the weak-field coefficient against a direct solution of the Boltzmann equation on an angular grid. It checks the two saturation values by quadrature of $M_1M_{-1}$, and the two approach laws against the energy averages at large $w$.

## Computed values

```
band mass = 0.100 m_e
kT = 0.0010 hartree
carrier density n = 1.00e-09 bohr^-3
n / band density of states N_c = 0.00787
tau0 at E = kT = 1.000e+05 a.u. = 2.4189 ps
kT*tau0 = 100.0 (dimensionless)
acoustic: drift mobility = 7.52253e+05 a.u. = 3.2004 m^2/(V s)
acoustic: Hall factor = 1.17810
acoustic: Hall mobility = 8.86227e+05 a.u.
acoustic: rho(0) = 1329.3404 a.u. = 2.8900e-04 ohm m
acoustic: weak-field coefficient, closed form = 0.273240
acoustic: weak-field coefficient, Boltzmann grid = 0.272439
acoustic: saturation ratio, closed form = 1.131768
ionized: drift mobility = 4.51352e+06 a.u. = 19.2022 m^2/(V s)
ionized: Hall factor = 1.93282
ionized: Hall mobility = 8.72380e+06 a.u.
ionized: rho(0) = 221.5567 a.u. = 4.8166e-05 ohm m
ionized: weak-field coefficient, closed form = 0.576777
ionized: weak-field coefficient, Boltzmann grid = 0.576424
ionized: saturation ratio, closed form = 3.395305
acoustic: coefficient of (drift mobility*B)^2 = 0.379233
w = 0.1: B = 1.00e-07 a.u. = 0.02351 T, omega_c/kT = 0.0010
w = 10: B = 1.00e-05 a.u. = 2.35052 T, omega_c/kT = 0.1000
acoustic, w = 0.1: mu_H*B = 0.088623
acoustic, w = 0.1: quadratic law for rho/rho0-1 = 2.146018e-03
acoustic, w = 0.1: full rho/rho0-1 = 1.930377e-03
w = 0.01: rho/rho0 acoustic = 1.000021, ionized = 1.004156
w = 0.1: rho/rho0 acoustic = 1.001930, ionized = 1.141506
w = 1: rho/rho0 acoustic = 1.056342, ionized = 1.798013
w = 10: rho/rho0 acoustic = 1.128905, ionized = 2.725813
w = 100: rho/rho0 acoustic = 1.131739, ionized = 3.215945
w = 1000: rho/rho0 acoustic = 1.131768, ionized = 3.354738
acoustic tail coefficient of w^-2: 0.26354, found 0.26343
ionized tail coefficient of w^-2/3: 1.20920, found 1.20893
ionized saturation with running logarithm, beta = 1e+02*x: 2.20415
ionized saturation with running logarithm, beta = 1e+04*x: 2.74743
ionized saturation with running logarithm, beta = 1e+06*x: 2.95729
logarithm slope at beta = 1e100*x: 1.8221, limit 1.8333
```
